# Large-k expansion of the Schwartz integrand J(k) for the Bethe logarithm, part 2

We expand at large $k$ the Schwartz integrand

$$J(k)=\sum_{i=x,y,z}\langle\partial_i\psi|(H-E+k)^{-1}|\partial_i\psi\rangle \tag{1}$$

for one electron in a real, normalised bound eigenstate $\psi$ of $H=T+V$, $T=-\tfrac12\nabla^2$. The point nucleus is fixed; $V$ is central, smooth for $r>0$, with $V+Z/r$ bounded. Atomic units ($\hbar=m=e=1$); $A=H-E$, $A+k>0$, $\mu=\sqrt{2k}$, $\langle P^2\rangle=\int|\nabla\psi|^2$, $\rho_0=\psi_0^2$ is the density at the nucleus, $\mathcal A=4\pi\rho_0Z^2$, $\gamma$ is the Euler constant.

$$J(k)=\frac{\langle P^2\rangle}{k}-\frac{D}{k^2}+\frac{c_1}{k^{5/2}}-\frac{c_2\ln k}{k^3}+\frac{c_3}{k^3}+O(k^{-7/2}),\tag{2}$$

$$c_1=4\sqrt2\,\pi\rho_0Z^2,\qquad c_2=4\pi\rho_0Z^3,\qquad c_3=C-4\pi\rho_0Z^3(2\gamma-1-\ln2).$$

If $c_2\ne0$, $k^*=e^{c_3/c_2}$ hartree.

$$A\,\partial_i\psi=-\phi_i,\qquad \phi_i=(\partial_iV)\psi.\tag{4}$$

With $\omega_n=E_n-E$, $w_n=\sum_i|\langle n|\partial_i\psi\rangle|^2$, the identity of A.3, $\frac1{\omega+k}=\frac1k-\frac{\omega}{k^2}+\frac{\omega^2}{k^2(\omega+k)}$, gives

$$J=\frac{\langle P^2\rangle}{k}-\frac{D}{k^2}+\frac{W(k)}{k^2},\qquad W(k)=\sum_i\langle\phi_i|(A+k)^{-1}|\phi_i\rangle,\qquad D=\sum_nw_n\omega_n.\tag{5}$$

$$D=\tfrac12\int_{r>\epsilon}\psi^2\nabla^2V\,d^3r+\tfrac12\oint_{r=\epsilon}\psi^2\,\hat{\mathbf r}\cdot\nabla V\,dS\ \to\ 2\pi Z\rho_0+\tfrac12\int_{r>0}\psi^2\nabla^2V\,d^3r,\tag{6}$$

With $G=(A+k)^{-1}$, $G_0=(T+k)^{-1}$, $U=V-E$, $\boldsymbol\phi_0=Z\psi_0\hat{\mathbf r}/r^2$:

$$\mathbf u_0\equiv G_0\boldsymbol\phi_0=\frac{\boldsymbol\phi_0}{k}f(\mu r),\qquad f(x)=1-e^{-x}(1+x).\tag{9}$$

Item 1 of A.6: the bounded part of $U$ changes $W$ by at most a constant times $\langle u_0|u_0\rangle\propto\mu/k^2$, order $k^{-3/2}$.

With $\Phi(r)=r^2\int d\Omega\,|\nabla V|^2\psi^2$:

$$C=\lim_{\epsilon\to0}\Big[\int_\epsilon^\infty\Phi\,dr-\frac{\mathcal A}{\epsilon}-2s\mathcal A\ln\epsilon\Big],\tag{13}$$

$$kW=\mathcal A\big[\sqrt{2k}-s\ln k-s(\ln2+2\gamma-2)+Z'(2\ln2-1)\big]+C+O(k^{-1/2}).\tag{16}$$

Here $s$ is the cusp slope, $\psi\simeq\psi_0(1-sr)$ for $l=0$, and $Z'$ the charge inside the resolvent. Cancelling the $1/r$ terms in $H\psi=E\psi$ gives $s=Z$ (A.2); for an eigenstate $s=Z'=Z$.

Integrals over $0<x<\infty$, with $\theta$ the unit step: $I_1=\int f/x^2\,dx=1$, $I_2=\int[f-\theta(x-1)]/x\,dx=\gamma-1$, $I_3=\int f^2/x^3\,dx=\ln2-\tfrac12$. From A.5, $\int_0^1(1-e^{-x})dx/x-\int_1^\infty e^{-x}dx/x=\gamma$.

## A.8 Hydrogenic 1s state, and the same result from the spectrum

For $\psi=(Z^3/\pi)^{1/2}e^{-Zr}$ one has $\nabla\psi=-Z\hat{\mathbf r}\psi$, so $\langle P^2\rangle=Z^2$. Further $\rho_0=Z^3/\pi$, $D=2Z^4$, $\mathcal A=4Z^5$ and $\Phi=\mathcal Ae^{-br}/r^2$ with $b=2Z$. By parts,

$$\int_\epsilon^\infty\frac{e^{-br}}{r^2}dr=\frac{e^{-b\epsilon}}{\epsilon}-bE_1(b\epsilon),\qquad E_1(z)=\int_z^\infty\frac{e^{-x}}xdx .$$

The result for $\gamma$ in A.5, with $\int_z^1e^{-x}dx/x=-\ln z-\int_z^1(1-e^{-x})dx/x$, gives $E_1(z)=-\ln z-\gamma+O(z)$. The integral is then $1/\epsilon-b+b(\gamma+\ln b+\ln\epsilon)$, and (13) with $2s=b$ gives $C=\mathcal Ab(\gamma-1+\ln b)$. Hence

$$c_3=Z\mathcal A\,[\,2\gamma-2+2\ln2Z-2\gamma+1+\ln2\,]=Z\mathcal A\,[\ln(8Z^2)-1],$$

$$kW=4Z^5\sqrt{2k}-4Z^6\ln\frac{k}{k^*}+O(k^{-1/2}),\qquad k^*=\frac{8Z^2}{e}\ \text{hartree}.\tag{18}$$

The Euler constant cancels. For $Z=1$ the three coefficients are $5.65685$, $-4$ and $4.31777$.

A second road starts from the spectral form $J=\int d\sigma(\omega)/(\omega+k)$, where nonanalytic terms in $1/k$ come from the high-energy tail of the density $\sigma'(\omega)$. For a tail $\omega^{-5/2}$ above some $\omega_0$, the identity of A.3 gives

$$\frac{\omega^{-5/2}}{\omega+k}=\frac{\omega^{-5/2}}k-\frac{\omega^{-3/2}}{k^2}+\frac{\omega^{-1/2}}{k^2(\omega+k)}.$$

The first two terms integrate to integer powers of $1/k$. In the third, $\omega=kt^2$ gives $\int_0^\infty=k^{-1/2}\int_0^\infty2\,dt/(1+t^2)=\pi k^{-1/2}$, and the missing piece below $\omega_0$ is a series in $1/k$. The nonanalytic term is $+\pi k^{-5/2}$. For $\omega^{-3}$ the third term is $1/[k^2\omega(\omega+k)]$, whose integral from $\omega_0$ is $k^{-3}\ln[(\omega_0+k)/\omega_0]$, so the nonanalytic term is $+k^{-3}\ln k$. Each further power of $1/\omega$ needs one more step of the identity and changes the sign: $\omega^{-7/2}\to-\pi k^{-7/2}$ and $\omega^{-4}\to-k^{-4}\ln k$.

For hydrogen ($Z=1$), with $\omega=(1+\kappa^2)/2$, the continuum density of the weights $w$ has the closed form

$$\sigma'(\omega)=\frac{8}{\omega^3}\,\frac{e^{-4\arctan\kappa/\kappa}}{1-e^{-2\pi/\kappa}}.\tag{19}$$

Equation (19) is not derived here and is not used in the derivation of (2). It serves as a check and is itself tested: together with the closed-form discrete weights it satisfies $\sum w=1$ and $\sum w\omega=2$ to an absolute $10^{-10}$, and it reproduces the $W(k)$ of a direct radial solution to a relative $10^{-9}$ at four values of $k$ between $0.1$ and $10^6$ hartree.

At large $\kappa$, $\arctan\kappa=\pi/2-1/\kappa+O(\kappa^{-3})$, so with $y=2\pi/\kappa$ the last factor of (19) is $e^{4/\kappa^2+O(\kappa^{-4})}/(e^y-1)$. Using $1/(e^y-1)=1/y-\tfrac12+y/12+O(y^3)$ and $e^{4/\kappa^2}=1+4/\kappa^2+\dots$, it becomes

$$\frac\kappa{2\pi}-\frac12+\frac1\kappa\Big(\frac\pi6+\frac2\pi\Big)-\frac2{\kappa^2}+O(\kappa^{-3}).$$

With $\kappa=\sqrt{2\omega}\,(1-1/4\omega+\dots)$, the first term is $\sqrt{2\omega}/2\pi-1/(4\pi\sqrt{2\omega})$, and

$$\sigma'=\frac{4\sqrt2}{\pi}\omega^{-5/2}-4\,\omega^{-3}+4\sqrt2\Big(\frac\pi6+\frac7{4\pi}\Big)\omega^{-7/2}-8\,\omega^{-4}+\dots\tag{20}$$

The first two terms give $4\sqrt2\,k^{-5/2}-4k^{-3}\ln k$, in agreement with (18). Evaluating (19) at $\omega=10^8$ hartree and removing the leading term leaves an $\omega^{-3}$ coefficient of $-3.9994$, on the side of $-4$ that the positive third term of (20) requires. The next two terms give, for $Z=1$, $-4\sqrt2(\pi^2/6+7/4)k^{-7/2}$ and $+8k^{-4}\ln k$. So for this state the remainder in (2) is exactly of order $k^{-7/2}$, carries no logarithm at that order, and is negative. The expansion parameter in (20) is $1/\kappa$, or $Z/\mu$ for general $Z$, so (2) requires $k\gg Z^2$ hartree.

## A.9 Several electrons

Let $V=-\sum_aZ/r_a+\sum_{a<b}1/r_{ab}$ and $\nabla=\sum_a\nabla_a$. The repulsion depends on $\mathbf r_a-\mathbf r_b$ only, so $(\nabla_a+\nabla_b)r_{ab}^{-1}=0$ and $\boldsymbol\phi=\sum_aZ\hat{\mathbf r}_a\psi/r_a^2$. Equations (4) and (5) hold unchanged, and (6) applied to each electron gives $D=2\pi Z\rho_0$ with $\rho_0=\sum_a\langle\delta^3(\mathbf r_a)\rangle$.

In a diagonal term of $W$, say $a=1$, the cusp condition reads $\psi=\psi(0,X)(1-Zr_1)+\mathbf a(X)\cdot\mathbf r_1+\dots$, where $X$ stands for the other coordinates; the argument of A.2 applies at fixed $X$ because only $T_1$ and $-Z/r_1$ are singular as $r_1\to0$. Take $G_0=(T_1+k)^{-1}$ and place the Hamiltonian of the other electrons and the repulsions in $U$. Their matrix element in $u_0$ is $\mu/k^2$ times an expectation value in $\psi(0,X)$, which is finite because a function with cusps has finite kinetic and Coulomb energy, so it enters as in item 1 of A.6. Integration over $X$ turns $\psi_0^2$ into $\langle\delta^3(\mathbf r_1)\rangle$. In an off-diagonal term the two factors $1/r_a^2$ and $1/r_b^2$ are each integrable over their own volume, so $G\to1/k$ gives the finite contribution $Z^2\langle\hat{\mathbf r}_a\cdot\hat{\mathbf r}_b/(r_a^2r_b^2)\rangle/k$. Equation (2) then holds with the total $\rho_0$ and with $C$ increased by $Z^2\sum_{a\neq b}\langle\hat{\mathbf r}_a\cdot\hat{\mathbf r}_b/(r_a^2r_b^2)\rangle$, the diagonal part being (13) with $\Phi=Z^2r^{-2}\int d\Omega\,\rho(\mathbf r)$. This extension is power counting. It assumes that the region where a second electron is also within $1/\mu$ of the nucleus is suppressed by its volume $\mu^{-3}$. Of this section only the cancellation of the repulsion is tested by the program.

## A.10 Where the expansion fails

For a nucleus of finite radius $R_N$ the force is bounded, $\langle\phi|\phi\rangle$ is finite, and $kW$ tends to that constant. The point-nucleus terms describe only the window $Z\ll\mu\ll1/R_N$.

For an approximate $\psi$ that is not an eigenfunction, (4) acquires the extra term $\partial_i(A\psi)$, and (5) with $\phi=(\nabla V)\psi$ no longer holds. If $W$ is nevertheless evaluated from such a $\psi$, (16) shows that $\ln k$ in $kW$ has the coefficient $-s\mathcal A$, with $s$ the slope of the approximate function, which is zero for a finite sum of Gaussians centred on the nucleus.

For a resolvent represented in a finite basis, $J$ is a finite sum $\sum w_n/(\omega_n+k)$, which for $k$ above the largest $\omega_n$ is a convergent series in integer powers of $1/k$. The nonanalytic terms are imitated only below that energy, so the basis must be able to resolve the distance $1/\mu$ near the nucleus at the largest $k$ used.

$J(k)$ is defined by the Schrödinger Hamiltonian and the dipole operator at every $k$. For $k$ near or above $mc^2$, roughly $5\times10^5$ eV, it has no direct meaning as a response to a photon, but it remains the function whose integral defines the Bethe logarithm, and it is used in that sense below.

## A.11 Implementation

**Radial channels.** For $\psi=R(r)Y_{lm}$ the functions $\hat r_iY_{lm}$ contain $l\pm1$ with total weights $p_\pm$ summed over $i$. Since $\sum_i\hat r_i^2=1$, $p_++p_-=1$. With $\nabla_\Omega$ the gradient on the unit sphere, $\sum_i|\nabla_\Omega\hat r_i|^2=\sum_i(1-\hat r_i^2)=2$ and $\sum_i\hat r_i\nabla_\Omega\hat r_i=0$, so $\sum_i\int|\nabla_\Omega(\hat r_iY)|^2=2+l(l+1)$. This must equal $p_+(l+1)(l+2)+p_-l(l-1)$. Eliminating $p_-$ gives $p_+(4l+2)=2l+2$, that is $p_+=(l+1)/(2l+1)$ and $p_-=l/(2l+1)$. For $W$ the radial source is $g=rV'R$ in both channels. For $J$, write $\psi=(R/r^l)(r^lY)$: the derivative of the harmonic polynomial $r^lY$ is pure $l-1$, so the $l+1$ source comes from the first factor and is $g=r(R'-lR/r)$. Writing instead $\psi=(Rr^{l+1})(r^{-l-1}Y)$, the derivative of the second factor is harmonic of degree $-l-2$ and pure $l+1$, so the $l-1$ source is $g=r(R'+(l+1)R/r)$. In each channel $l'$ solve

$$-\tfrac12w''+\Big[\frac{l'(l'+1)}{2r^2}+V-E+k\Big]w=g,\qquad w(0)=w(\infty)=0,$$

and sum $p_{l'}\int gw\,dr$.

**Error of a Galerkin solution.** If $w_h$ is the Galerkin solution, $w-w_h$ is orthogonal to $w_h$ in the scalar product defined by $A+k$, so $\int gw-\int gw_h=\langle w-w_h|A+k|w-w_h\rangle\ge0$. In exact arithmetic the computed value lies below the true one, with an error quadratic in the error of $w$. The program uses finite elements on a mesh that halves toward the origin, so that the scale $1/\mu$ is resolved on one mesh for all the values of $k$ used here (the smallest element is $2^{-20}$ bohr).

**The Bethe logarithm.** For a ground state all $\omega_n>0$ and $\ln k_0=\sum w\omega\ln\omega/D$; excited states need $\ln|\omega|$ and a principal value, which are not treated here. From $1-k/(\omega+k)=\omega/(\omega+k)$,

$$\int_0^K(\langle P^2\rangle-kJ)dk=\sum w\omega\,[\ln(\omega+K)-\ln\omega].$$

From $\omega/[k(\omega+k)]=1/k-1/(\omega+k)$ and $W=\sum w\omega^2/(\omega+k)$,

$$\int_K^\infty\frac{W}{k}dk=\sum w\omega\ln\frac{\omega+K}{K}=\sum w\omega\ln(\omega+K)-D\ln K.$$

Subtracting the first from the second eliminates $\ln(\omega+K)$:

$$\ln k_0=\ln K+\frac1D\Big[\int_K^\infty\frac Wk\,dk-\int_0^K(\langle P^2\rangle-kJ)\,dk\Big],\tag{21}$$

exact for any $K>0$. Inserting $W/k=c_1k^{-3/2}-c_2k^{-2}\ln(k/k^*)$, with $\int_K^\infty k^{-3/2}dk=2K^{-1/2}$ and $\int_K^\infty k^{-2}\ln(k/k^*)dk=[\ln(K/k^*)+1]/K$,

$$\int_K^\infty\frac Wk\,dk=\frac{2c_1}{\sqrt K}-\frac{c_2}{K}\Big[\ln\frac K{k^*}+1\Big]+O(K^{-3/2}).\tag{22}$$

The difference $\langle P^2\rangle-kJ\simeq D/k$ is smaller than either of its terms by the factor $D/(k\langle P^2\rangle)$, and that factor is lost in relative precision. The equal expression $D/k-W/k$ from (5) has no such cancellation at large $k$.

**Tests.** The numerical check verifies (9) and the cancellation of A.9 symbolically and $I_1$, $I_2$, $I_3$ by quadrature. It verifies (5) with (6) to a relative $10^{-9}$ in $J$ at $k=1,10,100$ hartree for H 2s, H 2p and the ground state of the Hulthén potential $-Z\delta/(e^{\delta r}-1)$ with $Z=2$, $\delta=1$, where the second term of (6) is not zero. It fits the solved $kW$ over $k=Z^2\times(3\times10^3\dots3\times10^6)$ hartree to nine functions, half-integer powers without logarithms and integer powers with and without $\ln k$, down to $k^{-2}$, and compares the leading three coefficients with (16). The asserted tolerances are $10^{-6}$, $10^{-4}$ and $10^{-3}$ of the larger of $Z\mathcal A$ and the predicted constant. The fitted values in atomic units are:

| case | $\sqrt k$ | $\ln k$ | constant |
|---|---|---|---|
| H 1s | 5.65685 | $-4$ | 4.31777 |
| H 2s | 0.707107 | $-0.5$ | 0.471574 |
| H 2p | $-2\times10^{-15}$ | $4\times10^{-12}$ | 0.0416667 |
| Hulthén | 169.706 | $-240$ | 589.292 |
| $s=1$, $Z'=0$ | 1.41421 | $-1$ | 0.693147 |
| $s=0$, $Z'=1$ | 1.41421 | $-7\times10^{-11}$ | $-2.12033$ |
| $s=1.7$, $Z'=0.6$ | 1.41421 | $-1.7$ | 3.21426 |

Every nonzero prediction agrees with the fit in all six printed digits, and the three tiny entries stand where the prediction is zero. The last three rows use artificial $l=1$ sources with $\mathcal A=1$ and $E=0$, namely $g=e^{-sr}/r$, or $e^{-r^2}/r$ for $s=0$, with a resolvent of independent charge $Z'$. They separate cause from coincidence: the logarithm survives with no Coulomb potential in the resolvent, disappears when the source has no cusp, and equals $-s$ when both are present and different. For the first of them (16) and the formula for $C$ in A.8 give the constant $2(\gamma-1+\ln2)-(\ln2+2\gamma-2)=\ln2$, as found.

## A.12 Worked example: B$^{4+}$, 1s

The level of theory is the Schrödinger–Coulomb problem with $Z=5$, a point nucleus and infinite nuclear mass. The digits below describe this model; recoil, nuclear size and relativity are absent from it. The energy is $E=-340.142$ eV and $\rho_0=268.508$ Å$^{-3}$.

In atomic units, (18) has $c_1=4\sqrt2\cdot5^5=17677.7$, $c_2=4\cdot5^6=62500$ and $c_3=62500\,(\ln200-1)=268645$, which are also the fitted values. With $J$ defined through $\nabla$ as in (1), its unit is length$^{-2}$energy$^{-1}$, and each further power of $1/k$ puts a power of energy into the coefficient:

$$\langle P^2\rangle=89.2766\ \text{Å}^{-2},\qquad D=1.214670\times10^5\ \text{eV Å}^{-2},$$

$$c_1=8.960840\times10^6\ \text{eV}^{3/2}\,\text{Å}^{-2},\qquad c_2=1.652643\times10^8\ \text{eV}^2\,\text{Å}^{-2},\qquad k^*=2002.10\ \text{eV}.$$

At $k=10^5$ eV the radial solution gives $J=8.827522\times10^{-4}$ Å$^{-2}$eV$^{-1}$, tested against the spectral sum to a relative $10^{-10}$. The terms of (2), in the same unit, are

$$\frac{89.2766}{10^5}=8.92766\times10^{-4},\qquad-\frac{1.214670\times10^5}{10^{10}}=-1.214670\times10^{-5},$$

$$\frac{8.960840\times10^6}{10^{25/2}}=2.833667\times10^{-6},\qquad-\frac{1.652643\times10^8}{10^{15}}\ln\frac{10^5}{2002.10}=-6.463442\times10^{-7}.$$

The difference between the solved $J$ and the partial sums is, in turn, $-1.001\times10^{-5}$, $2.133\times10^{-6}$, $-7.009\times10^{-7}$ and $-5.460\times10^{-8}$. The last residual is about $6\times10^{-5}$ of $J$ and about 8% of the last term kept. Its negative sign is that of the $k^{-7/2}$ term derived from (20). Adding the $k^{-5/2}$ term shrinks the residual by a factor of only about three, because the next term is smaller than it only by the ratio $(c_2/c_1)k^{-1/2}\ln(k/k^*)=Z\ln(k/k^*)/\sqrt{2k}$ in atomic units, here $0.23$. The two terms have opposite signs, so the residual goes from about $0.77$ to about $0.23$ of the $k^{-5/2}$ term, a factor near $3.4$; the still higher terms, whose sum is negative like the logarithmic term, lower it to $3.0$. Adding that next term shrinks the residual by a factor of about 13.

For the Bethe logarithm, the natural unit is $Z^2\,\mathrm{Ry}=|E|$. Equation (21) is evaluated with the first integral omitted, with the first term of (22), and with both terms:

| $K$ (eV) | no tail | $+\,k^{-5/2}$ | $+\,k^{-3}$ | error |
|---|---|---|---|---|
| $3\times10^4$ | 2.317925 | 3.169769 | 3.001648 | $1.75\times10^{-2}$ |
| $3\times10^5$ | 2.742634 | 3.012010 | 2.984755 | $6.27\times10^{-4}$ |
| $3\times10^6$ | 2.902735 | 2.987919 | 2.984150 | $2.10\times10^{-5}$ |

The error is the $+\,k^{-3}$ column minus the direct spectral sum $\sum w\omega\ln\omega/D$, which gives $\ln(k_0/Z^2\mathrm{Ry})=2.98412856$. It is an absolute error in the logarithm and so, when small, a relative error in $k_0$. For the middle row the two tail terms are

$$\frac{2\times8.960840\times10^6}{1.214670\times10^5\sqrt{3\times10^5}}=0.26938,\qquad-\frac{1.652643\times10^8}{1.214670\times10^5\times3\times10^5}\Big[\ln\frac{3\times10^5}{2002.10}+1\Big]=-0.027255,$$

which are the steps $3.012010-2.742634$ and $2.984755-3.012010$ of the table. Without the tail the result is always too low, since the omitted integral of $W/k$ is positive, and at $K=3\times10^6$ eV it is still low by $0.081$. With both terms the error at that $K$ is $2.10\times10^{-5}$.

The error is positive in all rows because the leading omitted term of $W/k$, the one that gives $k^{-7/2}$ in $J$, is negative. A pure $K^{-3/2}$ law would make the error fall by $10^{3/2}$ per decade; the observed factor between the last two rows is $29.9$, somewhat less, and inside the window of 25 to 36 that the program asserts. The term $+8k^{-4}\ln k$ of A.8 has the opposite sign to the $k^{-7/2}$ term and weighs more at the smaller $K$, which lowers the ratio. The constant that accompanies that logarithm has not been derived here, so attributing the whole shortfall to this order is a conjecture.

From the spectral value, $k_0=340.142\ \text{eV}\times e^{2.984129}=6724.4$ eV, or $247.12$ hartree. It is about twenty times the binding energy. The table shows how much of this comes from very high excitations. By the first integral of A.11, the no-tail value is $\sum w\omega\ln[\omega K/(\omega+K)]/D$, the same average with the excitation energy capped near $K$. At $K=3\times10^4$ eV, about 88 times the binding energy, it is $2.318$, which corresponds to about ten times the binding energy. The remaining $0.67$ in the logarithm is the integral (22) divided by $D$, whose leading term comes from the slow tail $\omega\,\sigma'\sim\omega^{-3/2}$ that (20) ties to the $k^{-5/2}$ term.

## Numbers as computed

```
int f/x^2 = 1.00000000, int (f-theta)/x = -0.42278434, int f^2/x^3 = 0.19314718
H 1s continuum: omega^-3 coefficient at omega=1e8 a.u. = -3.9994
H 1s: coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     5.65685 -4 4.31777
  formula 5.65685 -4 4.31777
H 2s: coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     0.707107 -0.5 0.471574
  formula 0.707107 -0.5 0.471574
H 2p: coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     -2.4777e-15 4.35683e-12 0.0416667
  formula 0 -0 0.0416667
Hulthen Z=2 delta=1: coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     169.706 -240 589.292
  formula 169.706 -240 589.292
s=1 Zp=0: coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     1.41421 -1 0.693147
  formula 1.41421 -1 0.693147
s=0 Zp=1 (Gaussian): coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     1.41421 -6.85365e-11 -2.12033
  formula 1.41421 -0 -2.12033
s=1.7 Zp=0.6: coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     1.41421 -1.7 3.21426
  formula 1.41421 -1.7 3.21426
B4+ 1s: coefficients of sqrt(k), ln k, 1 in kW (a.u.)
  fit     17677.7 -62500 268645
  formula 17677.7 -62500 268645
B4+ 1s: Z = 5, E = -340.142 eV, rho0 = 268.508 A^-3
P2 = 89.2766 A^-2, D = 1.214670e+05 eV A^-2
c1 = 8.960840e+06 eV^1.5 A^-2, c2 = 1.652643e+08 eV^2 A^-2
k* = 2002.10 eV
k = 1e5 eV: J solved = 8.8275222743e-04 A^-2 eV^-1
  term 1/k: 8.927662e-04, J minus partial sum: -1.001e-05 A^-2 eV^-1
  term 1/k^2: -1.214670e-05, J minus partial sum: 2.133e-06 A^-2 eV^-1
  term k^-5/2: 2.833667e-06, J minus partial sum: -7.009e-07 A^-2 eV^-1
  term ln(k/k*)/k^3: -6.463442e-07, J minus partial sum: -5.460e-08 A^-2 eV^-1
K = 3e+04 eV: ln(k0/Z^2Ry) no tail 2.317925, +k^-5/2 3.169769, +k^-3 3.001648, error 1.75e-02
K = 3e+05 eV: ln(k0/Z^2Ry) no tail 2.742634, +k^-5/2 3.012010, +k^-3 2.984755, error 6.27e-04
K = 3e+06 eV: ln(k0/Z^2Ry) no tail 2.902735, +k^-5/2 2.987919, +k^-3 2.984150, error 2.10e-05
error ratio K=3e5 to 3e6 eV: 29.9
spectral sum: ln(k0/Z^2Ry) = 2.98412856
k0 = 6724.36 eV = 247.1158 hartree
```
